# Dividing Samples Between Two Test Fields for Lifetime Extrapolation

The breakdown life of an interlayer dielectric at its use field is too long to wait for. Samples are therefore broken at two higher fields, and a straight line through the log lifetimes is carried down to the use field. This problem asks how a fixed number of samples should be divided between the two test fields.

Let $t$ be the lifetime at field $E$, in a fixed time unit, and let $y=\ln t$. The model is

$$
\langle y\rangle=a-gE,\qquad \mathrm{Var}(y)=s^2,
$$

with unknown constants $a$ and $g$, and with the same scatter $s$ at every field. The test fields $E_1<E_2$ are fixed. They receive $n_1$ and $n_2$ samples, with $n_1+n_2=N$ fixed. The samples are independent and, until part (f), all are run to failure. The use field is $E_0$, and $d_i=|E_i-E_0|$ is its distance from test field $i$. Both distances are taken as nonzero.

## (a) Find the best linear estimate of the mean log life at $E_0$, and its variance.

**Solution.** Let $y_{ij}$ be the log life of sample $j$ at field $E_i$. A linear estimate is $\hat y_0=\sum_{ij}w_{ij}y_{ij}$. With $c_i=\sum_j w_{ij}$, its mean is

$$
\langle\hat y_0\rangle=a(c_1+c_2)-g(c_1E_1+c_2E_2).
$$

This must equal $a-gE_0$ whatever the values of $a$ and $g$, so

$$
c_1+c_2=1,\qquad c_1E_1+c_2E_2=E_0 .
$$

Putting $c_2=1-c_1$ into the second condition gives $c_1(E_1-E_2)=E_0-E_2$. Hence

$$
c_1=\frac{E_2-E_0}{E_2-E_1},\qquad c_2=\frac{E_0-E_1}{E_2-E_1}.
$$

The total weight of each group is now fixed, but its division within the group is free. Independence gives $\mathrm{Var}(\hat y_0)=s^2\sum_{ij}w_{ij}^2$. For a given sum $c_i$, the sum of squares is least when the weights are equal, because

$$
\sum_j w_{ij}^2=\frac{c_i^2}{n_i}+\sum_j\left(w_{ij}-\frac{c_i}{n_i}\right)^2 .
$$

The best estimate is therefore $\hat y_0=c_1\bar y_1+c_2\bar y_2$, where $\bar y_i$ are the group means. This is the straight line through the two means, read at $E_0$. It is also the least-squares line, since no line can lower the squared residuals of a group below their value about the group mean. The variance is

$$
V=s^2\left(\frac{c_1^2}{n_1}+\frac{c_2^2}{n_2}\right).
$$

When $E_0$ lies below both test fields, $c_1>1$ and $c_2<0$. The error of the lower-field mean is then magnified at the use field. That of the upper-field mean is magnified too if $d_1>E_2-E_1$.

## (b) Which division of the samples makes $V$ smallest?

**Solution.** Treat $n_1$ and $n_2$ as continuous for now. The Cauchy–Schwarz inequality for the vectors $(|c_i|/\sqrt{n_i})$ and $(\sqrt{n_i})$ reads

$$
\left(\frac{c_1^2}{n_1}+\frac{c_2^2}{n_2}\right)(n_1+n_2)\ge(|c_1|+|c_2|)^2 .
$$

Equality requires the vectors to be parallel, that is, $n_i\propto|c_i|$. From part (a), $|c_1|=d_2/(E_2-E_1)$ and $|c_2|=d_1/(E_2-E_1)$, so

$$
\frac{n_1}{n_2}=\frac{d_2}{d_1},\qquad\text{or}\qquad n_i\propto\frac1{d_i}.
$$

The sample numbers are inversely proportional to the distances from the use field. The least variance is

$$
V_{\min}=\frac{s^2}{N}\left(\frac{d_1+d_2}{E_2-E_1}\right)^2 .
$$

Three cases show what this means.

- If the use field is far below both test fields, $d_1$ and $d_2$ are nearly equal and the best division approaches halves. The variance is then large, because $d_1+d_2$ greatly exceeds $E_2-E_1$.
- If $E_1$ approaches $E_0$ from above, nearly all samples go to the lower field and $V_{\min}$ approaches $s^2/N$, the variance of a direct measurement.
- If $E_0$ lies between the test fields, $d_1+d_2=E_2-E_1$ and $V_{\min}=s^2/N$. The rule still holds, because $V$ contains the squares of $c_1$ and $c_2$ and not their signs.

The rule takes the fields as given. It does not choose them, and it counts samples, not hours of testing.

## (c) What does another division cost, and what happens when the numbers must be whole?

**Solution.** Let $w=n_1/N$ be the share at the lower field and $w_*=d_2/(d_1+d_2)$ its best value. Then $|c_1|=w_*(|c_1|+|c_2|)$ and $|c_2|=(1-w_*)(|c_1|+|c_2|)$, so

$$
\frac{V}{V_{\min}}=\frac{w_*^2}{w}+\frac{(1-w_*)^2}{1-w}
=\frac{w_*^2(1-w)+(1-w_*)^2w}{w(1-w)} .
$$

The numerator expands to $w_*^2-2ww_*+w$. Writing $w=w^2+w(1-w)$ turns it into $(w-w_*)^2+w(1-w)$. Therefore

$$
\frac{V}{V_{\min}}=1+\frac{(w-w_*)^2}{w(1-w)} .
$$

The cost is quadratic in a small departure. It stays small as long as the departure $|w-w_*|$ is small compared with $\sqrt{w(1-w)}$. A nearly empty group is therefore costly, unless the square of its best share is small compared with its actual share.

In the first form of the ratio both terms are convex in $w$. Hence $V$ falls up to $w_*$ and rises beyond it. The best whole number $n_1$ is $Nw_*$ if that is an integer, and otherwise one of its two neighbours, with at least one sample kept in each group.

## (d) Apply the result to 64 samples tested at 4 and 6 MV/cm for use at 1 MV/cm.

Take $g=4.5$ cm/MV. Let the lifetimes follow a Weibull law, in which the fraction surviving to time $t$ is $\exp[-(t/\eta)^\beta]$, with shape $\beta=1.6$ at every field and characteristic life $\eta=100$ s at 6 MV/cm.

**Solution.** The distances are $d_1=3$ and $d_2=5$ MV/cm. The best share is $w_*=5/8=0.625$, which gives $n_1=40$ and $n_2=24$.

For the scatter, note that $u=(t/\eta)^\beta$ has the density $e^{-u}$, and $\ln t=\ln\eta+(\ln u)/\beta$. The mean of $\ln u$ is $-\gamma$, where $\gamma$ is Euler's constant, and its variance is $\pi^2/6$. Hence

$$
s=\frac{\pi}{\sqrt6\,\beta}=0.802 .
$$

The mean of $\ln t$ lies below $\ln\eta$ by $\gamma/\beta$, the same amount at every field, so the line keeps its slope. The standard error at the use field is

$$
\sqrt{V_{\min}}=\frac{0.802}{\sqrt{64}}\times\frac{3+5}{2}=0.401 .
$$

In 40 000 simulated experiments, each with its own fitted line, the standard deviation of the estimate was 0.400. With $s$ known, a two-sided 95% interval runs from the estimated life divided by $e^{1.96\times0.401}\approx2.2$ to that life multiplied by the same factor. It contained the true value in 95.0% of the simulated experiments.

At equal numbers, part (c) gives $V/V_{\min}=1+(0.125)^2/0.25=1.0625$. Equal division would thus need 68 samples to reach the same variance. The reversed division, 24 at the lower field and 40 at the upper, gives a ratio of 1.267. The best division is a modest gain over halves and a larger one over the reversed choice.

## (e) Does the rule survive when a low failure quantile is wanted and the shape is unknown?

Assume a common shape, complete data, and a maximum-likelihood fit with many samples.

**Solution.** Let $\mu=\ln\eta$, $\sigma=1/\beta$ and $z=(\ln t-\mu)/\sigma=\ln u$. The log density of $\ln t$ is $-\ln\sigma+z-u$. Its derivatives with respect to $\mu$ and $\sigma$ are

$$
\frac{u-1}{\sigma},\qquad \frac{z(u-1)-1}{\sigma}.
$$

The averages needed follow from $\langle u^m(\ln u)^k\rangle=\Gamma^{(k)}(m+1)$. Differentiating $\Gamma(x+1)=x\Gamma(x)$, with $\Gamma'(1)=-\gamma$ and $\Gamma''(1)=A=\gamma^2+\pi^2/6$, gives

$$
\Gamma'(2)=1-\gamma,\quad \Gamma'(3)=3-2\gamma,\quad
\Gamma''(2)=A-2\gamma,\quad \Gamma''(3)=2A-6\gamma+2 .
$$

In units of $1/\sigma^2$, the information of one sample about $\mu$ is $\langle(u-1)^2\rangle=1$. The cross term is

$$
h=\langle z(u-1)^2\rangle-\langle u-1\rangle=\Gamma'(3)-2\Gamma'(2)+\Gamma'(1)=1-\gamma .
$$

Since $\langle z(u-1)\rangle=\Gamma'(2)-\Gamma'(1)=1$, the information about $\sigma$ is

$$
\kappa=\langle z^2(u-1)^2\rangle-2+1=A-2\gamma+1=h^2+\frac{\pi^2}{6}.
$$

For small changes $\delta\mu_i$ and $\delta\sigma$, group $i$ contributes the quadratic form

$$
\frac{n_i}{\sigma^2}\left[(\delta\mu_i+h\,\delta\sigma)^2+\frac{\pi^2}{6}\delta\sigma^2\right].
$$

No cross terms remain in the variables $\nu_i=\mu_i+h\sigma$ and $\sigma$. To leading order in $1/N$ their estimates are uncorrelated, with variances $\sigma^2/n_i$ and $6\sigma^2/(\pi^2N)$. Because $c_1+c_2=1$, the log quantile at the use field is

$$
\mu_0+z\sigma=c_1\nu_1+c_2\nu_2+(z-h)\sigma ,
$$

and its variance is

$$
\frac1{\beta^2}\left[\frac{c_1^2}{n_1}+\frac{c_2^2}{n_2}+\frac{(z-1+\gamma)^2}{N\pi^2/6}\right].
$$

The last term depends on $N$ but not on the division, so the rule of part (b) survives. For the mean log life, $z=-\gamma$, the bracket multiplied by $N$ is $16.0+6/\pi^2=16.6$ at the best division, and the standard error is $\sqrt{16.6/64}/1.6=0.318$. This is below the 0.401 of part (d). The estimate of part (a) is best only among linear ones, and a fit that uses the Weibull form does better when that form is right.

Now let a product have $R=100$ times the test area, and let a fraction $p=10^{-3}$ of products be allowed to fail. If the areas fail independently and the first failure kills the product, $1-p=\exp[-R(t/\eta)^\beta]$. Thus

$$
z=\ln[-\ln(1-p)]-\ln R=-11.51 .
$$

In the bracket multiplied by $N$, the first two terms give 16.0 and the shape term gives 86.6. The standard error of the log quantile is

$$
\frac1{1.6}\sqrt{\frac{16.0+86.6}{64}}=0.791 ,
$$

against 0.795 for equal numbers. To leading order the rule is still correct, but here most of the variance comes from the shape, which the division cannot reduce.

These are large-sample values. With 64 samples the fitted $\sigma$ is on average about 2% too small. Because $z$ is large and negative, this raises the estimated log quantile by about 0.15, so the predicted life is typically 15 to 20% too long. The bias is well below the standard error, but it is much larger than the difference between the two divisions.

## (f) How does the division change with unequal scatter or an early stop?

**Solution.** If the scatters are $s_1$ and $s_2$, replace $|c_i|$ by $|c_i|s_i$ in the Cauchy–Schwarz step. Then $n_i\propto s_i/d_i$.

Variation of the spacing between metal lines is one source of such inequality. At fixed voltage, a small relative increase $\delta$ in spacing lowers the field by $E\delta$ and raises $\ln t$ by $gE\delta$. A standard deviation of 3% in spacing adds scatters of about 0.54 and 0.81 at the two fields. Added in quadrature to 0.802, as independent contributions, they give totals of about 0.97 and 1.14. The best lower-field share falls from 0.625 to 0.586. Keeping 0.625 raises the variance by 0.7%.

Next, stop the lower-field test at a set time, when $u=u_c$. A survivor has log probability $-u$, whose derivative with respect to $\mu$ is $u_c/\sigma$. The information about $\mu$ becomes

$$
\int_0^{u_c}(u-1)^2e^{-u}du+u_c^2e^{-u_c}
=1-(u_c^2+1)e^{-u_c}+u_c^2e^{-u_c}=1-e^{-u_c}=F ,
$$

the expected failed fraction. With known shape and many failures in each group, the variance of each group's fitted $\mu_i$ is divided by $F_i$ to leading order, and the best division is $n_i\propto1/(d_i\sqrt{F_i})$. In the example the characteristic life at 4 MV/cm is 225 h. A stop at 300 h gives $F_1=0.795$, and the best share rises to 0.652.

With unknown shape, let $h_i$ be the cross term of group $i$ and $J_i$ its information about $\sigma$ left after $\mu_i$ is fitted. Completing the square as in part (e) gives, to leading order in the sample numbers, the variance

$$
\sigma^2\left[\sum_i\frac{c_i^2}{n_iF_i}+\frac{\left(z-\sum_i c_ih_i/F_i\right)^2}{\sum_i n_iJ_i}\right].
$$

The second term now depends on the division, because a stopped sample tells less about the shape than a complete one. For the low quantile this term draws samples to the upper field, and the best lower-field share drops to 0.429. In this large-sample formula, keeping 0.625 costs 3.6% in variance. For the mean log life, $z=-\gamma$, the best share is again 0.652. The numerator of the second term happens to be nearly zero at this stop time, so the term has little pull. This is not general: for a stop at 100 h the large-sample best share is 0.681 with unknown shape and 0.773 with known shape.

## (g) How far can the extrapolated life be trusted?

**Solution.** The derivation used linearity in a stress variable, not the field as such. If log life is linear in $\sqrt E$, distances must be measured in $\sqrt E$. They are then 1 and 1.449, in units of $(\mathrm{MV/cm})^{1/2}$, and the best share is $1.449/2.449=0.592$, or 38 samples. Keeping 40 raises the variance by 0.5%.

The predicted life changes far more. Between the test fields $\ln\eta$ changes by $4.5\times2=9$. Going down from 4 to 1 MV/cm, the linear law adds $9\times3/2=13.5$, while the square-root law through the same two points adds $9\times1/0.449\approx20.0$. The difference is 6.5 in log life, a factor of nearly 700 and about 16 of the standard errors found in part (d). Two fields cannot reveal this, because either law passes through both group means. A third test field is needed to test the law, but its place matters. At 5 MV/cm the two laws differ by only 0.23 in log life. Even with half of the 64 samples there and a quarter at each of the other fields, the standard error of that difference is 0.20 from the group means, or about 0.16 from a large-sample Weibull maximum-likelihood fit. A third field of 3 MV/cm would separate the laws better, but there the linear law gives a characteristic life of about 20 000 h.

The parameters are round values chosen for illustration, not data for a particular process. At the use field the linear model gives $e^{\langle\ln t\rangle}\approx13\,000$ years for a test structure, but about 14 years for the quantile of part (e). Both refer to the test temperature. With a rough activation energy of 0.7 eV, going from a test at 398 K to use at 378 K adds 1.08 to the log life, a factor of about 2.9. For a given quantile and area, the change of field law moves the predicted life far more than this temperature difference or the sampling error does. The inverse-distance rule controls sampling error under its stated conditions; it gives no protection against a wrong law. The numerical output below lists the main values used.

## Numbers as computed

```
use, lower, upper field: 1.0, 4.0, 6.0 MV/cm
distances from use field: 3.0, 5.0 MV/cm
field acceleration: 4.5 cm/MV
Weibull shape: 1.6; total samples: 64
characteristic life at upper field: 100 s
characteristic life at lower field: 225.1 h
characteristic life at use field: 18729 years
exp(mean log life) at use field: 13057 years
scatter of ln life: 0.8016
best share at lower field: 0.6250
best numbers, lower and upper field: 40, 24
best division 40/24: standard error 0.4008, simulated 0.3999
  variance / least variance: 1.0000
  95% factor in life, known scatter: 2.194
equal division 32/32: standard error 0.4131, simulated 0.4134
  variance / least variance: 1.0625
  95% factor in life, known scatter: 2.247
reversed division 24/40: standard error 0.4511, simulated 0.4494
  variance / least variance: 1.2667
  95% factor in life, known scatter: 2.421
samples for same variance, equal division: 68.0
simulated experiments per division: 40000
simulated coverage of 95% interval: 0.9504
-- low quantile, larger area, maximum likelihood --
failed fraction: 1e-03; area ratio: 100
reduced quantile z: -11.512; life: 14.05 years
location part, shape part of N*var*shape^2: 16.000, 86.599
standard error of ln life, best division: 0.7913
standard error of ln life, equal division: 0.7952
-- lower-field test stopped early --
stop time: 300 h; expected failed fraction: 0.7948
best lower-field share, shape known: 0.6515
best share, shape unknown, mean log life: 0.6515
  variance ratio if simple rule is kept: 1.0030
best share, shape unknown, low quantile: 0.4292
  variance ratio if simple rule is kept: 1.0363
-- line-spacing variation --
relative spacing deviation: 3.0 %
added scatter, lower and upper: 0.542, 0.813
total scatter, lower and upper: 0.968, 1.142
best lower-field share: 0.5855
  variance ratio if simple rule is kept: 1.0067
-- square-root field law through both test points --
ln life at use, minus linear-law value: 6.523
same difference / best standard error: 16.3
best lower-field share: 0.5918; best number: 38
  variance ratio if simple rule is kept: 1.0047
-- use temperature --
test, use temperature: 398, 378 K
activation energy: 0.7 eV
gain in ln life at use temperature: 1.080
```
